# Hartree–Fock by hand: H₂ beside a point charge in STO-3G: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: closed formulas for integrals over s Gaussians, used in a
two-function restricted Hartree-Fock iteration, give the lowest energy of a
doubly occupied orbital for H2 near a fixed external point charge.
Symbols: A, B = protons on the z axis; q = external charge at z = Z_CHARGE;
S, T, h = overlap, kinetic and core matrices; eri[m,n,l,s] = (mn|ls);
P = density matrix; F = Fock matrix; eps = orbital energy; c = coefficients.
Atomic units are used throughout (bohr, hartree, elementary charge).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf
from pyscf import gto, scf

BOND = 1.4
Z_CHARGE = 4.0
Q = 1.0
ZETA = 1.24
CENTERS = np.array([0.0, BOND])
FIT_EXPONENTS = np.array([2.227660584, 0.4057711562, 0.1098175104])
FIT_COEFFS = np.array([0.1543289673, 0.5353281423, 0.4446345422])
EXPONENTS = FIT_EXPONENTS * ZETA**2


def boys0(t):
    t = np.asarray(t, dtype=float)
    safe = np.where(t < 1e-6, 1.0, t)
    large = 0.5 * np.sqrt(np.pi / safe) * erf(np.sqrt(safe))
    return np.where(t < 1e-6, 1 - t / 3 + t**2 / 10, large)


def pair_data(a, za, b, zb):
    p = a + b
    return p, (a * za + b * zb) / p, np.exp(-a * b / p * (za - zb)**2)


def prim_overlap(a, za, b, zb):
    p, _, k = pair_data(a, za, b, zb)
    return (np.pi / p)**1.5 * k


def prim_kinetic(a, za, b, zb):
    mu = a * b / (a + b)
    return mu * (3 - 2 * mu * (za - zb)**2) * prim_overlap(a, za, b, zb)


def prim_potential(a, za, b, zb, z, rho2=0.0):
    """Integral of the Gaussian product divided by distance to (z, rho)."""
    p, center, k = pair_data(a, za, b, zb)
    return 2 * np.pi / p * k * boys0(p * ((z - center)**2 + rho2))


def prim_repulsion(a, za, b, zb, c, zc, d, zd):
    p, zp, k1 = pair_data(a, za, b, zb)
    s, zs, k2 = pair_data(c, zc, d, zd)
    front = 2 * np.pi**2.5 / (p * s * np.sqrt(p + s))
    return front * k1 * k2 * float(boys0(p * s / (p + s) * (zp - zs)**2))


# Contraction weights include primitive norms and the final normalization.
weights = FIT_COEFFS * (2 * EXPONENTS / np.pi)**0.75
self_overlap = sum(wa * wb * prim_overlap(a, 0.0, b, 0.0)
                   for wa, a in zip(weights, EXPONENTS)
                   for wb, b in zip(weights, EXPONENTS))
weights = weights / np.sqrt(self_overlap)
PRIMS = list(zip(weights, EXPONENTS))


def contract_pair(function, m, n, *args):
    return sum(wa * wb * function(a, CENTERS[m], b, CENTERS[n], *args)
               for wa, a in PRIMS for wb, b in PRIMS)


def pair_matrix(function, *args):
    return np.array([[float(contract_pair(function, m, n, *args))
                      for n in range(2)] for m in range(2)])


def contracted_repulsion(m, n, l, s):
    return sum(wa * wb * wc * wd * prim_repulsion(
        a, CENTERS[m], b, CENTERS[n], c, CENTERS[l], d, CENTERS[s])
        for wa, a in PRIMS for wb, b in PRIMS
        for wc, c in PRIMS for wd, d in PRIMS)


S = pair_matrix(prim_overlap)
T = pair_matrix(prim_kinetic)
U_A = pair_matrix(prim_potential, CENTERS[0])
U_B = pair_matrix(prim_potential, CENTERS[1])
U_Q = pair_matrix(prim_potential, Z_CHARGE)
eri = np.array([[[[contracted_repulsion(m, n, l, s) for s in range(2)]
                  for l in range(2)] for n in range(2)] for m in range(2)])


def core_matrix(q):
    return T - U_A - U_B - q * U_Q


def repulsion_energy(q):
    return 1 / BOND + q * np.sum(1 / np.abs(CENTERS - Z_CHARGE))


def fock_matrix(h, P):
    coulomb = np.einsum('mnls,ls->mn', eri, P)
    exchange = np.einsum('mlns,ls->mn', eri, P)
    return h + coulomb - 0.5 * exchange


def total_energy(P, q):
    h = core_matrix(q)
    return 0.5 * np.sum(P * (h + fock_matrix(h, P))) + repulsion_energy(q)


def lowest_orbital(F):
    s = S[0, 1]
    quad = 1 - s**2
    lin = F[0, 0] + F[1, 1] - 2 * s * F[0, 1]
    const = F[0, 0] * F[1, 1] - F[0, 1]**2
    eps = (lin - np.sqrt(lin**2 - 4 * quad * const)) / (2 * quad)
    c = np.array([1.0, -(F[0, 0] - eps) / (F[0, 1] - eps * s)])
    return eps, c / np.sqrt(c @ S @ c)


def run_scf(q):
    h = core_matrix(q)
    eps, c = lowest_orbital(h)
    history = []
    for _ in range(200):
        P = 2 * np.outer(c, c)
        history.append((total_energy(P, q), c.copy()))
        eps, c = lowest_orbital(fock_matrix(h, P))
        P_new = 2 * np.outer(c, c)
        if np.max(np.abs(P_new - P)) < 1e-11:
            return total_energy(P_new, q), eps, c, P_new, history
    raise RuntimeError('SCF did not converge')


E, eps, c, P, history = run_scf(Q)
E0, eps0, c0, P0, history0 = run_scf(0.0)
F = fock_matrix(core_matrix(Q), P)

# Repeat the three-Gaussian fit to the normalized Slater function exp(-r).
x, wx = np.polynomial.legendre.leggauss(300)
r_fit, w_fit = 15 * (x + 1), 15 * wx
slater = np.exp(-r_fit) / np.sqrt(np.pi)


def best_fit(log_exponents):
    a = np.exp(log_exponents)
    gauss = (2 * a[:, None] / np.pi)**0.75 * np.exp(-a[:, None] * r_fit**2)
    target = gauss @ (4 * np.pi * r_fit**2 * w_fit * slater)
    metric = (2 * np.sqrt(np.outer(a, a)) / np.add.outer(a, a))**1.5
    coeffs = np.linalg.solve(metric, target)
    overlap = np.sqrt(target @ coeffs)
    return overlap, coeffs / overlap


fit = minimize(lambda y: -best_fit(y)[0], np.log([2.5, 0.5, 0.1]),
               method='Nelder-Mead',
               options={'xatol': 1e-8, 'fatol': 1e-15, 'maxiter': 3000})
fit_overlap, fit_coeffs = best_fit(fit.x)
assert np.allclose(np.exp(fit.x), FIT_EXPONENTS, rtol=2e-3)
assert np.allclose(fit_coeffs, FIT_COEFFS, atol=1e-3)

# Spatial quadrature in spherical coordinates about a point on the axis.
xr, wr = np.polynomial.legendre.leggauss(220)
xc, wc = np.polynomial.legendre.leggauss(120)
radius, w_radius = 8 * (xr + 1), 8 * wr


def integrate(integrand, origin):
    z = origin + radius[:, None] * xc
    rho2 = radius[:, None]**2 * (1 - xc**2)
    volume = 2 * np.pi * (w_radius * radius**2)[:, None] * wc
    return np.sum(volume * integrand(z, rho2))


def orbital(m, z, rho2):
    return sum(w * np.exp(-a * ((z - CENTERS[m])**2 + rho2))
               for w, a in PRIMS)


def gradient_factor(m, z, rho2):
    return sum(-2 * a * w * np.exp(-a * ((z - CENTERS[m])**2 + rho2))
               for w, a in PRIMS)


max_error_one = 0.0
for m, n in [(0, 0), (0, 1), (1, 1)]:
    def density(z, rho2):
        return orbital(m, z, rho2) * orbital(n, z, rho2)

    def kinetic_density(z, rho2):
        dot = (z - CENTERS[m]) * (z - CENTERS[n]) + rho2
        return (0.5 * dot * gradient_factor(m, z, rho2)
                * gradient_factor(n, z, rho2))

    errors = [integrate(density, 0.7) - S[m, n],
              integrate(kinetic_density, 0.7) - T[m, n]]
    for position, U in [(0.0, U_A), (BOND, U_B), (Z_CHARGE, U_Q)]:
        value = integrate(lambda z, rho2: density(z, rho2)
                          / np.sqrt((z - position)**2 + rho2), position)
        errors.append(value - U[m, n])
    max_error_one = max(max_error_one, np.max(np.abs(errors)))
assert max_error_one < 1e-8

max_error_two = 0.0
for m, n, l, s in [(0, 0, 0, 0), (0, 0, 1, 1), (0, 1, 0, 0), (0, 1, 0, 1)]:
    value = integrate(lambda z, rho2: orbital(m, z, rho2)
                      * orbital(n, z, rho2)
                      * contract_pair(prim_potential, l, s, z, rho2), 0.7)
    max_error_two = max(max_error_two, abs(value - eri[m, n, l, s]))
assert max_error_two < 1e-8

# Direct search over every normalized real orbital, without a Fock matrix.
h_q = core_matrix(Q)


def energy_of_angle(theta):
    v = np.array([np.cos(theta), np.sin(theta)])
    v = v / np.sqrt(v @ S @ v)
    repulsion = np.einsum('mnls,m,n,l,s->', eri, v, v, v, v)
    return 2 * v @ h_q @ v + repulsion + repulsion_energy(Q)


angles = np.linspace(0, np.pi, 721)
start = angles[np.argmin([energy_of_angle(t) for t in angles])]
search = minimize_scalar(energy_of_angle, bounds=(start - 0.01, start + 0.01),
                         method='bounded', options={'xatol': 1e-10})
assert abs(search.fun - E) < 1e-9

# The quadratic secular equation must agree with matrix diagonalization.
roots, vectors = eigh(F, S)
assert abs(roots[0] - eps) < 1e-9
assert abs(abs(vectors[:, 0] @ S @ c) - 1) < 1e-9

# Independent integral and SCF code, with its own stored STO-3G basis.
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, BOND)]], unit='Bohr',
            basis='sto-3g', verbose=0)
with mol.with_rinv_origin((0.0, 0.0, Z_CHARGE)):
    h_ref = (mol.intor('int1e_kin') + mol.intor('int1e_nuc')
             - Q * mol.intor('int1e_rinv'))
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.get_hcore = lambda *args: h_ref
E_ref = mf.kernel() + repulsion_energy(Q) - repulsion_energy(0.0)
E0_ref = scf.RHF(mol).kernel()
assert abs(E_ref - E) < 2e-6
assert abs(E0_ref - E0) < 2e-6

# Symmetry fixes the free-molecule orbital; the charge then attracts density.
assert np.allclose(c0, 1 / np.sqrt(2 * (1 + S[0, 1])), atol=1e-9)
populations = np.diag(P @ S)
assert populations[1] > populations[0]
E_frozen = total_energy(P0, Q)
assert E < E_frozen

# Energy derivative with respect to the charge equals the potential there.
step = 1e-3
slope = (run_scf(Q + step)[0] - run_scf(Q - step)[0]) / (2 * step)
potential = np.sum(1 / np.abs(CENTERS - Z_CHARGE)) - np.sum(P * U_Q)
assert abs(slope - potential) < 1e-6

print(f'Proton separation: {BOND:.4f} bohr; zeta: {ZETA:.4f} 1/bohr')
print(f'External charge: {Q:.4f} e at z = {Z_CHARGE:.4f} bohr')
print(f'Overlap of refitted Gaussians with Slater 1s: {fit_overlap:.6f}')
for i in range(3):
    print(f'Primitive {i+1}: fit exponent {FIT_EXPONENTS[i]:.6f}, scaled '
          f'{EXPONENTS[i]:.6f} 1/bohr^2, coefficient {FIT_COEFFS[i]:.6f}')
a = EXPONENTS[2]
norm2 = (2 * a / np.pi)**1.5
p, center, k = pair_data(a, 0.0, a, BOND)
t = p * center**2
print('Example: normalized primitive 3 on A with primitive 3 on B')
print(f'  p = {p:.6f} 1/bohr^2; P = {center:.6f} bohr; K = {k:.6f}')
print(f'  product of norms = {norm2:.6f} bohr^-3')
print(f'  overlap = {norm2*prim_overlap(a, 0, a, BOND):.6f}')
print(f'  kinetic = {norm2*prim_kinetic(a, 0, a, BOND):.6f} hartree')
print(f'  t for proton A = {t:.6f}; F0(t) = {float(boys0(t)):.6f}')
print(f'  attraction to A = '
      f'{-norm2*float(prim_potential(a, 0, a, BOND, 0)):.6f} hartree')
print('Contracted matrices, order AA, AB, BB:')
for label, M, unit in [('S', S, ''), ('T', T, 'hartree'),
                       ('V from A', -U_A, 'hartree'),
                       ('V from B', -U_B, 'hartree'),
                       ('V from q', -Q * U_Q, 'hartree'),
                       ('h', h_q, 'hartree'),
                       ('converged F', F, 'hartree')]:
    print(f'  {label}: {M[0,0]:.6f}, {M[0,1]:.6f}, {M[1,1]:.6f} {unit}')
for label, index in [('AA|AA', (0, 0, 0, 0)), ('AA|BB', (0, 0, 1, 1)),
                     ('AB|AA', (0, 1, 0, 0)), ('AB|AB', (0, 1, 0, 1))]:
    print(f'  ({label}) = {eri[index]:.6f} hartree')
print(f'Largest quadrature difference, one-electron: {max_error_one:.1e} a.u.')
print(f'Largest quadrature difference, repulsion: {max_error_two:.1e} hartree')
for i, (energy, coeff) in enumerate(history[:7]):
    print(f'SCF density {i+1}: E = {energy:.8f} hartree, '
          f'cA = {coeff[0]:.6f}, cB = {coeff[1]:.6f}')
print(f'Densities evaluated before convergence: {len(history)}')
print(f'Final cA = {c[0]:.6f}, cB = {c[1]:.6f}; eps = {eps:.6f} hartree')
print(f'Mulliken electrons: A {populations[0]:.6f}, B {populations[1]:.6f}')
print(f'Repulsion of fixed charges: {repulsion_energy(Q):.6f} hartree')
print(f'Electronic energy: {E-repulsion_energy(Q):.6f} hartree')
joule = physical_constants['Hartree energy'][0]
print(f'Total energy with charge: {E:.6f} hartree = {E*joule:.6e} J')
print(f'Direct angle minimization: {search.fun:.6f} hartree')
print(f'PySCF total energy: {E_ref:.6f} hartree')
print(f'Free H2: c = {c0[0]:.6f}, total energy = {E0:.6f} hartree')
print(f'Frozen-density interaction: {E_frozen-E0:.6f} hartree')
print(f'Polarization energy: {E-E_frozen:.6f} hartree')
print(f'Net interaction energy: {E-E0:.6f} hartree')
print(f'dE/dq by differences: {slope:.6f} hartree/e')
print(f'Potential at the charge: {potential:.6f} hartree/e')
print('ALL CHECKS PASSED')
```

Printed output:

```
Proton separation: 1.4000 bohr; zeta: 1.2400 1/bohr
External charge: 1.0000 e at z = 4.0000 bohr
Overlap of refitted Gaussians with Slater 1s: 0.999835
Primitive 1: fit exponent 2.227661, scaled 3.425251 1/bohr^2, coefficient 0.154329
Primitive 2: fit exponent 0.405771, scaled 0.623914 1/bohr^2, coefficient 0.535328
Primitive 3: fit exponent 0.109818, scaled 0.168855 1/bohr^2, coefficient 0.444635
Example: normalized primitive 3 on A with primitive 3 on B
  p = 0.337711 1/bohr^2; P = 0.700000 bohr; K = 0.847488
  product of norms = 0.035245 bohr^-3
  overlap = 0.847488
  kinetic = 0.190974 hartree
  t for proton A = 0.165478; F0(t) = 0.947474
  attraction to A = -0.526537 hartree
Contracted matrices, order AA, AB, BB:
  S: 1.000000, 0.659318, 1.000000 
  T: 0.760032, 0.236455, 0.760032 hartree
  V from A: -1.226614, -0.597417, -0.653827 hartree
  V from B: -0.653827, -0.597417, -1.226614 hartree
  V from q: -0.249950, -0.201242, -0.381987 hartree
  h: -1.370359, -1.159622, -1.502396 hartree
  converged F: -0.606414, -0.792202, -0.752658 hartree
  (AA|AA) = 0.774606 hartree
  (AA|BB) = 0.569676 hartree
  (AB|AA) = 0.444108 hartree
  (AB|AB) = 0.297029 hartree
Largest quadrature difference, one-electron: 8.7e-14 a.u.
Largest quadrature difference, repulsion: 2.0e-14 hartree
SCF density 1: E = -1.11664011 hartree, cA = 0.406692, cB = 0.683963
SCF density 2: E = -1.11937999 hartree, cA = 0.446661, cB = 0.647431
SCF density 3: E = -1.11941083 hartree, cA = 0.450875, cB = 0.643518
SCF density 4: E = -1.11941116 hartree, cA = 0.451314, cB = 0.643109
SCF density 5: E = -1.11941117 hartree, cA = 0.451359, cB = 0.643067
SCF density 6: E = -1.11941117 hartree, cA = 0.451364, cB = 0.643062
SCF density 7: E = -1.11941117 hartree, cA = 0.451365, cB = 0.643062
Densities evaluated before convergence: 12
Final cA = 0.451365, cB = 0.643062; eps = -0.894672 hartree
Mulliken electrons: A 0.790201, B 1.209799
Repulsion of fixed charges: 1.348901 hartree
Electronic energy: -2.468312 hartree
Total energy with charge: -1.119411 hartree = -4.880347e-18 J
Direct angle minimization: -1.119411 hartree
PySCF total energy: -1.119411 hartree
Free H2: c = 0.548934, total energy = -1.116714 hartree
Frozen-density interaction: 0.011214 hartree
Polarization energy: -0.013911 hartree
Net interaction energy: -0.002697 hartree
dE/dq by differences: -0.016801 hartree/e
Potential at the charge: -0.016801 hartree/e
ALL CHECKS PASSED
```
